# Band-edge and saddle singularities of the density of states, with Morse counts: a program that tests the result

```python
# Result under test: singular parts of the density of states (DOS)
#   g(E) = (2 pi)^-d * integral d^dk delta(E - E(k))   per cell and spin
# at a nondegenerate critical point with Hessian H and index p (number of
# negative eigenvalues), with C = (2 pi)^-d 2^(d/2) / sqrt|det H|, x = E - Ec:
#   d=1: C/sqrt|x|;  d=2: step pi*C at extrema, C*ln(1/|x|) at saddles;
#   d=3: coefficient of sqrt|x| is +2piC (p=0, above), -2piC (p=1, below),
#        -2piC (p=2, above), +2piC (p=3, below).
# Also: the number N_p of critical points on the torus is >= binomial(d,p),
# and the alternating sum of the N_p vanishes.
# Energies in eV, wave numbers k dimensionless (period 2 pi).
import itertools
import numpy as np
from math import comb
from scipy.optimize import brentq
from scipy.special import ellipkm1

pi = np.pi
rng = np.random.default_rng(1)


def critical_points(vectors, amps, phases, per_axis):
    """All critical points of sum_j amps_j cos(vectors_j.k + phases_j)."""
    n = np.array(vectors, float)
    a = np.array(amps, float)
    ph = np.array(phases, float)
    d = n.shape[1]
    axis = 2 * pi * np.arange(per_axis) / per_axis
    k = np.array(list(itertools.product(axis, repeat=d)))
    k = k + rng.uniform(0.01, 0.1, size=k.shape)
    outer = (n[:, :, None] * n[:, None, :]).reshape(len(a), d * d)

    def gradient(q):
        return -(a * np.sin(q @ n.T + ph)) @ n

    def hessian(q):
        return (-(a * np.cos(q @ n.T + ph)) @ outer).reshape(-1, d, d)

    for _ in range(80):
        step = np.linalg.solve(hessian(k), gradient(k)[:, :, None])[:, :, 0]
        size = np.linalg.norm(step, axis=1)
        k = k - step * np.minimum(1, 0.5 / np.maximum(size, 1e-30))[:, None]
    k = k[np.linalg.norm(gradient(k), axis=1) < 1e-9] % (2 * pi)
    found = []
    while len(k):
        found.append(k[0])
        diff = (k - k[0] + pi) % (2 * pi) - pi
        k = k[np.linalg.norm(diff, axis=1) > 1e-4]
    found = np.array(found)
    energy = np.cos(found @ n.T + ph) @ a
    eig = np.linalg.eigvalsh(hessian(found))
    order = np.argsort(energy)
    return (found[order], energy[order], (eig < 0).sum(axis=1)[order],
            np.prod(eig, axis=1)[order])


def counts(index, d):
    return [int(np.sum(index == p)) for p in range(d + 1)]


def amplitude(det, d):
    return 2 ** (d / 2) / ((2 * pi) ** d * np.sqrt(abs(det)))


def label(k):
    return ",".join(f"{v:.0f}" for v in np.round(k / pi, 6) % 2)


# ---------- one dimension: chain with two hoppings ----------
h1, h2 = 1.0, 0.1
print(f"1D hoppings: {h1} {h2} eV")
k1, e1, p1, det1 = critical_points([[1], [2]], [-2 * h1, -2 * h2], [0, 0], 30)
assert counts(p1, 1) == [1, 1]
x1 = 1e-5
print("1D: k/pi, Ec(eV), index, C and measured (eV^-1/2)")
for k, ec, p, det in zip(k1, e1, p1, det1):
    target = ec + x1 * (1 if p == 0 else -1)
    root = brentq(lambda q: -2*h1*np.cos(q) - 2*h2*np.cos(2*q) - target,
                  0, pi, xtol=1e-14)
    slope = 2 * h1 * np.sin(root) + 4 * h2 * np.sin(2 * root)
    measured = np.sqrt(x1) / (pi * abs(slope))
    C = amplitude(det, 1)
    assert abs(measured / C - 1) < 1e-3
    print(f" {label(k)} {ec:.3f} {p} {C:.5f} {measured:.5f}")

# ---------- two dimensions: rectangular lattice with diagonal hopping -------
t1, t2, tp, t3 = 1.0, 0.6, 0.1, 0.3
print(f"2D/3D hoppings t1,t2,t',t3: {t1} {t2} {tp} {t3} eV")
vec2 = [[1, 0], [0, 1], [1, 1], [1, -1]]
amp2 = [-2 * t1, -2 * t2, 2 * tp, 2 * tp]
k2, e2, p2, det2 = critical_points(vec2, amp2, [0] * 4, 24)
assert counts(p2, 2) == [1, 2, 1]


def dos2(E):
    """2D DOS: delta function resolved in kx, elliptic integral over cos ky."""
    E = np.asarray(E, float)
    top = (2 * t1 - E) / (2 * t2 + 4 * tp)
    bottom = -(2 * t1 + E) / (2 * t2 - 4 * tp)
    lo1, lo2 = np.minimum(-1, bottom), np.maximum(-1, bottom)
    up1, up2 = np.minimum(1, top), np.maximum(1, top)
    inside = up1 > lo2
    denom = np.where(inside, (up1 - lo1) * (up2 - lo2), 1.0)
    comp = np.where(inside, (up2 - up1) * (lo2 - lo1) / denom, 1.0)
    lead = (2 * t2 + 4 * tp) * (2 * t2 - 4 * tp)
    value = 2 * ellipkm1(np.maximum(comp, 1e-30)) / (pi**2 * np.sqrt(lead * denom))
    return np.where(inside, value, 0.0)


gx, gw = np.polynomial.legendre.leggauss(40)


def window_integral(f, a, b):
    nodes = 0.5 * (a + b) + 0.5 * (b - a) * gx
    return 0.5 * (b - a) * sum(w * float(f(E)) for w, E in zip(gw, nodes))


# count states on a mesh, straight from the definition of the DOS
c = np.cos((np.arange(2000) + 0.5) * pi / 2000)
mesh = -2*t1*c[:, None] - 2*t2*c[None, :] + 4*tp*c[:, None]*c[None, :]
win2 = (-1.0, 0.2)
mesh_part2 = np.mean((mesh > win2[0]) & (mesh < win2[1]))
dos_part2 = window_integral(dos2, *win2)
assert abs(mesh_part2 - dos_part2) < 3e-4
print(f"2D states in {win2} eV: mesh {mesh_part2:.4f}, DOS {dos_part2:.4f}")

print("2D extrema: k/pi, Ec(eV), index, det(eV^2), pi*C, measured (1/eV)")
print("2D saddles: same with C, measured above, below, remainder b (1/eV)")
x2 = 1e-6
for k, ec, p, det in zip(k2, e2, p2, det2):
    C = amplitude(det, 2)
    head = f" {label(k)} {ec:.3f} {p} {det:.3f}"
    if p == 1:
        above = float(dos2(ec + x2) - dos2(ec + 4 * x2)) / np.log(4)
        below = float(dos2(ec - x2) - dos2(ec - 4 * x2)) / np.log(4)
        assert abs(above / C - 1) < 1e-3 and abs(below / C - 1) < 1e-3
        b_up = float(dos2(ec + x2)) + C * np.log(x2)
        b_dn = float(dos2(ec - x2)) + C * np.log(x2)
        assert abs(b_up - b_dn) < 1e-4      # remainder is continuous
        print(f"{head} {C:.5f} {above:.5f} {below:.5f} {b_up:.5f}")
        near = float(dos2(ec + 0.01))
        law = C * np.log(1 / 0.01) + b_up
        assert abs(near / law - 1) < 0.03
        print(f"  g at Ec+0.01 eV: {near:.4f}, log law {law:.4f} 1/eV")
    else:
        side = 1 if p == 0 else -1
        step = float(dos2(ec + side * x2) - dos2(ec - side * x2))
        assert abs(step / (pi * C) - 1) < 1e-3
        print(f"{head} {pi * C:.5f} {step:.5f}")

# ---------- three dimensions: stack of the same layers ----------
vec3 = [v + [0] for v in vec2] + [[0, 0, 1]]
k3, e3, p3, det3 = critical_points(vec3, amp2 + [-2 * t3], [0] * 5, 12)
assert counts(p3, 3) == [1, 3, 3, 1]
lx, lw = np.polynomial.legendre.leggauss(200)
s = 0.5 * (lx + 1)
graded = s**3 * (10 - 15 * s + 6 * s**2)
graded_w = 0.5 * lw * 30 * s**2 * (1 - s)**2


def dos3(E):
    """3D DOS: layer DOS averaged over kz, split at its singular energies."""
    ratio = (e2 - E) / (2 * t3)
    cuts = np.arccos(ratio[np.abs(ratio) < 1])
    edges = np.concatenate(([0.0], np.sort(cuts), [pi]))
    total = 0.0
    for a, b in zip(edges[:-1], edges[1:]):
        z = a + (b - a) * graded
        total += (b - a) * np.sum(graded_w * dos2(E + 2 * t3 * np.cos(z)))
    return total / pi


c = np.cos((np.arange(160) + 0.5) * pi / 160)
layer = -2*t1*c[:, None] - 2*t2*c[None, :] + 4*tp*c[:, None]*c[None, :]
mesh = layer[:, :, None] - 2 * t3 * c[None, None, :]
win3 = (-1.6, -0.8)
mesh_part3 = np.mean((mesh > win3[0]) & (mesh < win3[1]))
dos_part3 = window_integral(dos3, *win3)
assert abs(mesh_part3 - dos_part3) < 1e-3
print(f"3D states in {win3} eV: mesh {mesh_part3:.4f}, DOS {dos_part3:.4f}")

# f(2x)-2f(x)+f(0) removes constant and linear terms and isolates sqrt(x)
x3 = 5e-4
print("3D: k/pi, Ec(eV), index, g(Ec)(1/eV), then sqrt coefficients")
print("    predicted, measured above, measured below (eV^-3/2)")
for k, ec, p, det in zip(k3, e3, p3, det3):
    size = 2 * pi * amplitude(det, 3)
    predicted = size if p in (0, 3) else -size
    g0 = dos3(ec)
    meas = [(dos3(ec + 2*sg*x3) - 2*dos3(ec + sg*x3) + g0)
            / ((np.sqrt(2) - 2) * np.sqrt(x3)) for sg in (1, -1)]
    expected = (predicted, 0.0) if p in (0, 2) else (0.0, predicted)
    for got, want in zip(meas, expected):
        assert abs(got - want) < 0.015 * size
    print(f" {label(k)} {ec:.2f} {p} {abs(g0):.4f} {predicted:.5f}"
          f" {meas[0]:.5f} {meas[1]:.5f}")

# ---------- counts of critical points for generic bands ----------
print(f"Counts, worked bands: {counts(p2, 2)} {counts(p3, 3)}")
for d, reach, starts, trials in ((2, 2, 40, 4), (3, 1, 14, 3)):
    half = [v for v in itertools.product(range(-reach, reach + 1), repeat=d)
            if v > (0,) * d]
    for _ in range(trials):
        weights = rng.normal(size=len(half)) / np.sum(np.square(half), axis=1)
        angles = rng.uniform(0, 2 * pi, len(half))
        N = counts(critical_points(half, weights, angles, starts)[2], d)
        assert all(N[p] >= comb(d, p) for p in range(d + 1))
        assert sum((-1)**p * N[p] for p in range(d + 1)) == 0
        print(f"Generic {d}D band, counts by index: {N}")

# ---------- deformed Laplacian on forms, built from d_s = d + s dE ----------
# band (dimensionless): -cos 2x - cos y + 0.3 cos(x-y)
s_def = 2.0
N_w = counts(critical_points([[2, 0], [0, 1], [1, -1]], [-1, -1, 0.3],
                             [0, 0, 0], 30)[2], 2)


def fourier_derivative(n):
    i = np.arange(n)
    diff = i[:, None] - i[None, :]
    off = diff != 0
    D = np.zeros((n, n))
    D[off] = 0.5 * (-1.0) ** diff[off] / np.sin(diff[off] * pi / n)
    return D


nx, ny = 37, 21
X, Y = np.meshgrid(2*pi*np.arange(nx)/nx, 2*pi*np.arange(ny)/ny, indexing="ij")
Ex = 2 * np.sin(2 * X) - 0.3 * np.sin(X - Y)
Ey = np.sin(Y) + 0.3 * np.sin(X - Y)
Ax = np.kron(fourier_derivative(nx), np.eye(ny)) + s_def * np.diag(Ex.ravel())
Ay = np.kron(np.eye(nx), fourier_derivative(ny)) + s_def * np.diag(Ey.ravel())
d0 = np.vstack((Ax, Ay))
d1 = np.hstack((-Ay, Ax))
spectra = [np.linalg.eigvalsh(M) for M in
           (d0.T @ d0, d0 @ d0.T + d1.T @ d1, d1 @ d1.T)]
zero = [int(np.sum(w < 1e-5)) for w in spectra]
low = [int(np.sum(w < 0.3)) for w in spectra]
print(f"Deformed Laplacian, s = {s_def}: critical counts {N_w}")
print(f" zero modes {zero}, low levels {low} (form degree 0,1,2)")
for p, w in enumerate(spectra):
    split = ", ".join(f"{v:.2e}" for v in w[zero[p]:low[p]])
    print(f" degree {p}: low nonzero {split}; next {w[low[p]]:.3f}")
assert N_w == [2, 4, 2]
assert zero == [comb(2, p) for p in range(3)]
assert low == N_w
assert min(w[n] for w, n in zip(spectra, low)) > 1.0
paired = np.sort(np.concatenate((spectra[0][zero[0]:low[0]],
                                 spectra[2][zero[2]:low[2]])))
assert np.allclose(paired, spectra[1][zero[1]:low[1]], rtol=1e-2, atol=1e-6)

print("success")
```

Running it gives:

```
1D hoppings: 1.0 0.1 eV
1D: k/pi, Ec(eV), index, C and measured (eV^-1/2)
 0 -2.200 0 0.13451 0.13451
 1 1.800 1 0.20547 0.20547
2D/3D hoppings t1,t2,t',t3: 1.0 0.6 0.1 0.3 eV
2D states in (-1.0, 0.2) eV: mesh 0.2274, DOS 0.2274
2D extrema: k/pi, Ec(eV), index, det(eV^2), pi*C, measured (1/eV)
2D saddles: same with C, measured above, below, remainder b (1/eV)
 0,0 -2.800 0 1.280 0.14067 0.14067
 0,1 -1.200 1 -1.920 0.03656 0.03656 0.03656 0.15872
  g at Ec+0.01 eV: 0.3269, log law 0.3271 1/eV
 1,0 0.400 1 -2.560 0.03166 0.03166 0.03166 0.14656
  g at Ec+0.01 eV: 0.2921, log law 0.2924 1/eV
 1,1 3.600 2 3.840 0.08122 0.08122
3D states in (-1.6, -0.8) eV: mesh 0.1643, DOS 0.1642
3D: k/pi, Ec(eV), index, g(Ec)(1/eV), then sqrt coefficients
    predicted, measured above, measured below (eV^-3/2)
 0,0,0 -3.40 0 0.0000 0.08175 0.08174 -0.00000
 0,0,1 -2.20 1 0.1620 -0.08175 -0.00000 -0.08175
 0,1,0 -1.80 1 0.2025 -0.06675 -0.00000 -0.06675
 0,1,1 -0.60 2 0.2152 -0.06675 -0.06676 -0.00000
 1,0,0 -0.20 1 0.2076 -0.05781 -0.00000 -0.05782
 1,0,1 1.00 2 0.1745 -0.05781 -0.05782 -0.00000
 1,1,0 3.00 2 0.0904 -0.04720 -0.04720 -0.00000
 1,1,1 4.20 3 0.0000 0.04720 -0.00000 0.04719
Counts, worked bands: [1, 2, 1] [1, 3, 3, 1]
Generic 2D band, counts by index: [4, 7, 3]
Generic 2D band, counts by index: [3, 6, 3]
Generic 2D band, counts by index: [3, 6, 3]
Generic 2D band, counts by index: [2, 6, 4]
Generic 3D band, counts by index: [3, 7, 7, 3]
Generic 3D band, counts by index: [3, 7, 7, 3]
Generic 3D band, counts by index: [2, 6, 6, 2]
Deformed Laplacian, s = 2.0: critical counts [2, 4, 2]
 zero modes [1, 2, 1], low levels [2, 4, 2] (form degree 0,1,2)
 degree 0: low nonzero 5.19e-03; next 2.221
 degree 1: low nonzero 4.16e-03, 5.19e-03; next 2.221
 degree 2: low nonzero 4.16e-03; next 3.440
success
```
